# Energy Transfer from a Fast Ion to a Free Electron

## Definitions and conventions

A point ion of charge $Z_1e$, with $Z_1>0$, moves at constant velocity $v$ along the line $y=0$ in the direction $+x$. Before the encounter a free electron is at rest at $(0,b)$, where $b>0$ is the impact parameter. The time $t=0$ is the moment at which the ion passes $x=0$. $T$ is the kinetic energy of the electron after the ion has gone, and $\Delta\mathbf p$ is the momentum it has received.

Hartree atomic units are used unless stated otherwise: the electron mass $m$, the elementary charge $e$ and $\hbar$ equal one. Lengths are in bohr and energies in hartree. In Gaussian units the force between the ion and the electron has magnitude $Z_1e^2/r^2$; in Hartree units this becomes $Z_1/r^2$.

The model is classical and nonrelativistic. The ion is bare and much heavier than the electron, and binding, screening and other electrons are left out. Its result is

$$T_{\rm imp}=\frac{2Z_1^2}{v^2b^2}\quad\text{(Hartree)},\qquad T_{\rm imp}=\frac{2Z_1^2e^4}{mv^2b^2}\quad\text{(Gaussian)}.$$

This is the leading term for $b\gg b_0$, where

$$b_0=\frac{Z_1}{v^2}\quad\text{(Hartree)},\qquad b_0=\frac{Z_1e^2}{mv^2}\quad\text{(Gaussian)}.$$

For an infinitely heavy ion the classical result at any $b$ is $T=2Z_1^2/[v^2(b^2+b_0^2)]$, derived below.

## Impulse on an electron held in place

The impulse approximation evaluates the force as if the electron stayed at $(0,b)$ during the passage. The vector from the electron to the ion is $(vt,-b)$, and the force is attractive, so

$$\mathbf F(t)=\frac{Z_1\,(vt,\,-b)}{(b^2+v^2t^2)^{3/2}}.$$

The longitudinal component has an elementary antiderivative. Up to time $t$ the electron has received

$$p_x(t)=\int_{-\infty}^{t}\frac{Z_1vt'\,dt'}{(b^2+v^2t'^2)^{3/2}}=-\frac{Z_1}{v\sqrt{b^2+v^2t^2}}.$$

At $t=0$ this equals $-Z_1/(bv)$: the approaching ion pulls the electron backward, toward itself. The departing ion supplies $+Z_1/(bv)$, and the total is zero.

The transverse component always points toward the track, so nothing cancels. Substitute $vt=b\tan\alpha$. Then $dt=(b/v)\sec^2\alpha\,d\alpha$ and $(b^2+v^2t^2)^{3/2}=b^3\sec^3\alpha$, which gives

$$\Delta p_y=-\int_{-\pi/2}^{\pi/2}\frac{Z_1b}{b^3\sec^3\alpha}\,\frac{b\sec^2\alpha}{v}\,d\alpha=-\frac{Z_1}{bv}\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha=-\frac{2Z_1}{bv}.$$

The magnitude is the peak force $Z_1/b^2$ multiplied by the time $2b/v$, which may therefore be called the passage time. The force is not a rectangular pulse, however. The interval $|t|<b/v$ corresponds to $|\alpha|<\pi/4$ and contains the fraction $2\sin(\pi/4)/2=1/\sqrt2$ of the impulse.

## From momentum to energy

The electron starts at rest, so its final kinetic energy is

$$T_{\rm imp}=\frac{(\Delta p_y)^2}{2}=\frac12\left(\frac{2Z_1}{bv}\right)^2=\frac{2Z_1^2}{v^2b^2}.$$

In Gaussian units the impulse is $2Z_1e^2/(bv)$. Squaring it and dividing by $2m$ gives $2Z_1^2e^4/(mv^2b^2)$. For SI input, replace $e^2$ by $e^2/(4\pi\varepsilon_0)$, and hence $e^4$ by the square of that quantity.

The factor $1/v^2$ arises because a faster ion acts for a shorter time: the impulse falls as $1/v$ and the energy as its square. The mass in the denominator is that of the struck particle. The impulse does not depend on this mass as long as the particle hardly moves, and a given impulse gives a lighter particle more energy. The sign of the ion charge drops out of $T_{\rm imp}$ but reverses $\Delta p_y$.

## How far the electron moves during the passage

The assumption of a fixed electron can be checked with the force it produces. A momentum increment $F_y(t)\,dt$ received at $t<0$ moves the electron by $(-t)F_y(t)\,dt$ before $t=0$. The transverse displacement at closest approach is therefore

$$\delta y=\int_{-\infty}^{0}(-t)F_y(t)\,dt=Z_1b\int_{-\infty}^{0}\frac{t\,dt}{(b^2+v^2t^2)^{3/2}}=Z_1b\left(-\frac{1}{v^2b}\right)=-b_0.$$

For $b\gg b_0$, the length $b_0$ is thus the distance by which the electron has been drawn toward the track at closest approach. The approximation needs this condition to hold.

The longitudinal displacement follows from $p_x(t)$. Between $-t_0$ and $0$ it is

$$\delta x=-\int_{-t_0}^{0}\frac{Z_1\,dt}{v\sqrt{b^2+v^2t^2}}=-b_0\,\operatorname{arsinh}\!\left(\frac{vt_0}{b}\right).$$

For $t_0=b/v$ this is $-0.88\,b_0$, again of order $b_0$. It grows logarithmically with $t_0$, because the Coulomb force has a long range. A displacement already accumulated far from the encounter moves the electron parallel to the track, so it changes the time of the encounter but not $b$.

These estimates show relative changes of order $b_0/b$ in the electron's position during the passage. They do not by themselves give the error in $T$, which requires the full collision.

## The full classical collision

Take the rest frame of the infinitely heavy ion, which is inertial. The electron enters with velocity $(-v,0)$. Its energy is conserved, so its final speed far away is again $v$. The force is central, so its angular momentum is conserved and equals $vb$. With $\varphi$ the polar angle about the ion,

$$r^2\frac{d\varphi}{dt}=vb,\qquad dt=\frac{r^2}{vb}\,d\varphi.$$

Measure $\varphi$ from the direction of closest approach. The orbit is symmetric about this direction, since the motion after closest approach is the time-reversed mirror image of the motion before it. An undeflected electron would sweep the angle $\pi$. Attraction turns it toward the ion by the deflection angle $\theta$, so it sweeps $\pi+\theta$.

By symmetry, force components perpendicular to the axis cancel. Those along the axis add up to

$$|\Delta\mathbf p|=\int\frac{Z_1}{r^2}\cos\varphi\,dt=\frac{Z_1}{vb}\int_{-(\pi+\theta)/2}^{(\pi+\theta)/2}\cos\varphi\,d\varphi=\frac{2Z_1}{vb}\cos\frac{\theta}{2},$$

where $\sin[(\pi+\theta)/2]=\cos(\theta/2)$ was used. The factor $r^2$ from the angular momentum has cancelled the inverse-square force.

The same quantity follows from the velocities. The final velocity is $(-v\cos\theta,-v\sin\theta)$, so

$$\Delta\mathbf p=v\,(1-\cos\theta,\,-\sin\theta),\qquad |\Delta\mathbf p|=v\sqrt{2-2\cos\theta}=2v\sin\frac{\theta}{2}.$$

Equating the two magnitudes gives $\tan(\theta/2)=Z_1/(v^2b)=b_0/b$, and hence $\cos^2(\theta/2)=b^2/(b^2+b_0^2)$.

A momentum change is the same in both frames, because their relative velocity is constant. In the laboratory the electron started at rest, so

$$T=\frac{|\Delta\mathbf p|^2}{2}=\frac{2Z_1^2}{v^2b^2}\cos^2\frac{\theta}{2}=\frac{2Z_1^2}{v^2(b^2+b_0^2)}.$$

It follows that

$$\frac{T_{\rm imp}}{T}=1+\frac{b_0^2}{b^2}.$$

Relative to $T$, the impulse formula is too large by $(b_0/b)^2$. The corrections of first order in $b_0/b$ that the displacements might suggest cancel in the energy. The excess is 1% at $b=10b_0$.

As $b\to0$ the impulse formula diverges, while $T$ tends to $2Z_1^2/(v^2b_0^2)=2v^2$. This is the energy of an electron that reverses its velocity in the ion frame and so leaves at $2v$ in the laboratory. The impulse formula reaches this limit at $b=b_0$ and exceeds it at smaller $b$. Because the force is attractive, the reversal is a tight swing around the ion. Energy and angular momentum conservation give the closest distance $r_{\min}=\sqrt{b^2+b_0^2}-b_0$ and the speed $vb/r_{\min}$ there. This speed grows without bound as $b\to0$, so the limit $2v^2$ belongs to the nonrelativistic point-charge model only.

## Momentum components for implementation

With $\tan(\theta/2)=b_0/b$, the identities for $1-\cos\theta$ and $\sin\theta$ give

$$p_x=\frac{2vb_0^2}{b^2+b_0^2}=\frac{T}{v},\qquad p_y=-\frac{2vbb_0}{b^2+b_0^2}.$$

These forms avoid the subtraction $1-\cos\theta$, which loses digits at small angles. The forward momentum $p_x$ is of second order in $b_0/b$, which is why it is absent from the impulse result.

The ion loses the momentum $T/v$ along its track. For a large but finite ion mass $M$, in units of $m$, its relative change of speed is about $T/(Mv^2)$, at most about $2/M$. This supports treating its velocity as constant in one collision.

A trajectory calculation must start at a finite separation $L$. If the relative speed there is set to $v$, energy conservation gives $v_\infty^2=v^2-2Z_1/L$ for the speed at infinite separation. The relative error in the squared speed is $2b_0/L$, so $L$ should be chosen with the wanted accuracy in mind. For $b\gg b_0$, equal steps in the variable $u$ defined by $vt=b\sinh u$ give short time steps near the encounter and long ones far away. The longitudinal displacement of the electron moves the closest approach away from $t=0$, and this shift grows with the starting distance. Unless it is small compared with $b/v$, the integrator must also adapt its step to the force.

## Worked example

Take $Z_1=6$, $v=10$ and $b=5$ as round model parameters. The peak force is $6/5^2=0.24$ and the passage time is $2\times5/10=1$. The longitudinal impulses before and after closest approach are $-0.12$ and $+0.12$. The transverse impulse is

$$\Delta p_y=-\frac{2\times6}{5\times10}=-0.24,$$

and the energy transfer is

$$T_{\rm imp}=\frac{(0.24)^2}{2}=0.0288\ \text{hartree}=0.784\ \text{eV}.$$

A separate evaluation in Gaussian units gives the value in eV and agrees with the Hartree result.

The displacement length is $b_0=6/10^2=0.06$ bohr, so $b_0/b=0.012$. The predicted relative excess of the impulse formula is $(0.012)^2=1.4\times10^{-4}$. Integrating the motion of a freely moving electron gives the ratio $T_{\rm imp}/T=1.00014$, as predicted. The same test at smaller impact parameters gives:

| $b$ (bohr) | $T_{\rm imp}$ (hartree) | $T$ from trajectory (hartree) | Ratio |
|---:|---:|---:|---:|
| 0.06 | 200 | 100 | 2.00 |
| 0.20 | 18.0 | 16.5 | 1.09 |
| 0.60 | 2.00 | 1.98 | 1.01 |

The first row has $b=b_0$, where the impulse formula is too large by a factor of two. At $b=0.001$ bohr the trajectory gives 199.94 hartree, close to the limit $2v^2=200$ hartree. This case checks the formula only. The orbit comes within $8\times10^{-6}$ bohr of the ion, less than the radius of a carbon nucleus, at a nominal speed of about nine times the speed of light, so it lies outside the model.

The ion speed is 0.073 of the speed of light, so $(v/c)^2\approx0.005$. The nonrelativistic model also needs the electron's speed at closest approach to be small compared with $c$; in the ion frame it is $0.074c$ at $b=5$ bohr and $0.18c$ at $b=0.06$ bohr. A relativistic classical orbit raises $T$ by about $1\times10^{-4}$ and about 2% in these two cases. The correction of $1.4\times10^{-4}$ at $b=5$ bohr is therefore a test of the nonrelativistic classical formula and is no larger in order than the relativistic effect left out. It does not improve a prediction for a real electron, whose impact parameter is spread by a much larger fraction, as the next section shows.

## Quantum limit on a definite impact parameter

An electron can be assigned an impact parameter only if its wave packet stays narrow compared with $b$ during the passage. Let $\sigma$ and $\sigma_p$ be the initial widths in position and momentum along $y$. For free motion $y(t)=y(0)+p_yt$. If position and momentum are initially uncorrelated, the variances add:

$$\sigma^2(t)=\sigma^2+\sigma_p^2t^2\ge\sigma^2+\frac{t^2}{4\sigma^2}\ge t.$$

The first inequality uses $\sigma\sigma_p\ge1/2$. The second states that a sum of two positive numbers is at least twice the square root of their product. Both become equalities for a minimum-uncertainty packet with $\sigma^2=t/2$. Setting $t=2b/v$ gives

$$\frac{\sigma(t)}{b}\ge\sqrt{\frac{2}{vb}}.$$

A packet prepared with a correlation between position and momentum, so that it is narrowest in the middle of the passage, can lower this bound by a factor $\sqrt2$ but does not change its scaling. A well-defined impact parameter thus needs $vb\gg1$, or $b\gg\hbar/(mv)$ with units restored. This is a separate condition from $b\gg b_0$.

In the example the best initial width of an uncorrelated packet is 0.71 bohr, and it grows to 1.0 bohr, or $0.2b$. That is only moderately narrow. Since the impulse varies as the inverse distance from the track, it is 0.30 at 4 bohr and 0.20 at 6 bohr, compared with 0.24 at the centre. At $b=0.06$ bohr the bound on the relative width is $\sqrt{2/0.6}\approx1.8$, so the close collisions in the table are tests of classical mechanics and do not describe localized electrons.

The packet also has a momentum spread. For the best initial width it is $1/(2\times0.71)\approx0.71$, larger than the kick of 0.24. "At rest" then means zero mean momentum. If the impulse is uniform across the packet, the mean energy gain is

$$\frac{\langle(\mathbf p+\Delta\mathbf p)^2\rangle-\langle\mathbf p^2\rangle}{2}=\Delta\mathbf p\cdot\langle\mathbf p\rangle+\frac{|\Delta\mathbf p|^2}{2}=\frac{|\Delta\mathbf p|^2}{2}.$$

Within this approximation $T_{\rm imp}$ is a mean gain, not the outcome of each energy measurement. In the example the impulse is not uniform across the packet. Averaging classical collisions over Gaussian position and momentum distributions with these widths in all three directions gives a mean gain of about 0.031 hartree instead of 0.0288, with a spread of about 0.18 hartree between individual collisions.

## Summing over impact parameters

Suppose that independent free electrons at rest have number density $n$. Along a path element $ds$ the ion passes $2\pi nb\,db\,ds$ of them at impact parameters between $b$ and $b+db$. Up to a chosen maximum $b_{\max}$, the classical energy loss per path length is

$$S=\int_0^{b_{\max}}2\pi nb\,\frac{2Z_1^2}{v^2(b^2+b_0^2)}\,db=\frac{2\pi nZ_1^2}{v^2}\ln\!\left(1+\frac{b_{\max}^2}{b_0^2}\right).$$

For $b_{\max}\gg b_0$ this becomes $(4\pi nZ_1^2/v^2)\ln(b_{\max}/b_0)$. Integrating $T_{\rm imp}$ from $b_0$ to $b_{\max}$ gives the same expression. With the impulse formula, $b_0$ is therefore the lower cutoff that reproduces the classical sum in this limit.

The upper cutoff cannot be removed: $S$ grows without bound as $b_{\max}\to\infty$. The free-electron model contains nothing that fixes $b_{\max}$, which must come from the binding or screening it omits. An electron bound with frequency $\omega$ responds as a free one only if the passage is sudden, $b\ll v/\omega$. For a harmonically bound electron at $b=5$, $v=10$ the energy transfer is 1.03, 0.90 and 0.28 times $T_{\rm imp}$ for $\omega=0.5$, 1 and 3. The lower end needs equal care when $b_0$ is not large compared with $1/v$, because the classical picture of a localized electron then fails before $b_0$ is reached. In the example $b_0=0.06$ bohr and $1/v=0.1$ bohr, so the classical cutoff should not be used there without a quantum treatment of close collisions.

The numerical output below lists the values for the worked example.

## Computed values

```
ion charge number Z1: 6
ion speed v: 10.0 a.u.
ion speed as fraction of light speed: 0.0730
impact parameter b: 5.0 bohr
length b0 = Z1/v^2: 0.0600 bohr
ratio b0/b: 0.0120
passage time 2b/v: 1.000 a.u.
peak transverse force: 0.2400 a.u.
longitudinal impulse before closest approach: -0.1200 a.u.
longitudinal impulse after closest approach: 0.1200 a.u.
transverse impulse: -0.2400 a.u.
fraction of it within |t| < b/v: 0.7071
energy transfer, impulse approximation: 0.02880 hartree
same energy from Gaussian units: 0.7837 eV
transverse shift at closest approach: -0.0600 bohr
longitudinal shift, -b/v < t < 0: -0.0529 bohr
best initial packet width: 0.7071 bohr
least packet width after passage time: 1.0000 bohr
least packet width divided by b: 0.2000
Trajectory results (b in bohr, T in hartree, p in a.u.):
b=0.06: T_impulse=200, T_path=100, T_impulse/T_path=2.00000, p_forward=10
b=0.20: T_impulse=18, T_path=16.5138, T_impulse/T_path=1.09000, p_forward=1.6514
b=0.60: T_impulse=2, T_path=1.9802, T_impulse/T_path=1.01000, p_forward=0.19802
b=5.00: T_impulse=0.0288, T_path=0.0287959, T_impulse/T_path=1.00014, p_forward=0.0028796
T_path at b = 0.001 bohr: 199.94 hartree
head-on limit 2 v^2: 200.00 hartree
```
